# Sphere-Limited Gaussian Collocation on Orthorhombic Grids and Its Adjoint Integration

## Definitions and conventions

An orthorhombic cell has edges $L_x,L_y,L_z$ and $N_x,N_y,N_z$ grid points along them. The spacings are $h_q=L_q/N_q$, and the volume per point is $\Delta V=h_xh_yh_z$. A triple of integers $(i,j,k)$, not restricted to the cell, labels the position $\mathbf r_{ijk}=(ih_x,jh_y,kh_z)$. Its storage index is

$$w(i,j,k)=(i\bmod N_x,\;j\bmod N_y,\;k\bmod N_z).$$

Two shells of real, unnormalised Cartesian Gaussians sit at $\mathbf A$ and $\mathbf B$:

$$\phi_a(\mathbf r)=(x-A_x)^{a_x}(y-A_y)^{a_y}(z-A_z)^{a_z}e^{-\alpha|\mathbf r-\mathbf A|^2},$$

and likewise $\phi_b$ with $\mathbf B$, $\beta$ and powers $b_q$. Here $\mathbf B$ is one fixed periodic image; each further image that matters is another pair, treated in the same way. Let $\lambda$ be the sum of the two shells' total degrees. Atomic units are used throughout.

For a real coefficient block $D_{ab}$, the pair density is $F(\mathbf r)=\sum_{ab}D_{ab}\phi_a(\mathbf r)\phi_b(\mathbf r)$. Let $S$ be the finite set of integer triples with $|\mathbf r_{ijk}-\mathbf P|\le R$, where $\mathbf P$ is the product centre derived below. Collocation is the map

$$(QD)_g=\sum_{(i,j,k)\in S,\;w(i,j,k)=g}F(\mathbf r_{ijk}).\tag{1}$$

The triples that share a storage index differ by whole cells, so (1) is the lattice sum of $F$ with each image cut off at radius $R$. The radius is fixed by the pair and does not depend on $D$, so $Q$ is linear.

The products on the two spaces are

$$\langle u,v\rangle=\Delta V\sum_g u_gv_g,\qquad (X,Y)=\sum_{ab}X_{ab}Y_{ab}.$$

The adjoint $Q^*$ is the map that satisfies $\langle v,QD\rangle=(Q^*v,D)$ for every real grid potential $v$ and every block $D$.

## From two centres to one polynomial

Set $p=\alpha+\beta$ and $\mathbf P=(\alpha\mathbf A+\beta\mathbf B)/p$. Expanding the exponent and completing the square gives

$$\alpha|\mathbf r-\mathbf A|^2+\beta|\mathbf r-\mathbf B|^2
=p|\mathbf r-\mathbf P|^2+\alpha A^2+\beta B^2-\frac{|\alpha\mathbf A+\beta\mathbf B|^2}{p}.$$

Over the common denominator $p$, the constant has numerator

$$(\alpha+\beta)(\alpha A^2+\beta B^2)-\alpha^2A^2-2\alpha\beta\,\mathbf A\cdot\mathbf B-\beta^2B^2=\alpha\beta|\mathbf A-\mathbf B|^2.$$

The product of the exponentials is therefore $Ke^{-p|\mathbf r-\mathbf P|^2}$, with $K=e^{-\alpha\beta|\mathbf A-\mathbf B|^2/p}$.

For the powers, let $u=x-P_x$. Then $x-A_x=u+(P_x-A_x)$ and $x-B_x=u+(P_x-B_x)$. Two binomial expansions give

$$(x-A_x)^{a_x}(x-B_x)^{b_x}=\sum_l E_l^{a_xb_x}u^l,$$

$$E_l^{a_xb_x}=\sum_{s+t=l}\binom{a_x}{s}\binom{b_x}{t}(P_x-A_x)^{a_x-s}(P_x-B_x)^{b_x-t}.$$

The other axes follow by replacing the label. Collect the factors as

$$W_{ab,lmn}=K\,E_l^{a_xb_x}E_m^{a_yb_y}E_n^{a_zb_z},\qquad C_{lmn}=\sum_{ab}D_{ab}W_{ab,lmn}.\tag{2}$$

The whole block has become one polynomial of total degree at most $\lambda$, times one Gaussian.

## Tables and nested contraction

The Gaussian factorises because $|\mathbf r-\mathbf P|^2$ is a sum over axes. Define

$$X_l(i)=(ih_x-P_x)^l e^{-p(ih_x-P_x)^2},$$

with $Y_m(j)$ and $Z_n(k)$ defined likewise. Then

$$F(\mathbf r_{ijk})=\sum_{l+m+n\le\lambda}C_{lmn}X_l(i)Y_m(j)Z_n(k).$$

For fixed $k$ the sum over $n$ is the same at every point of the plane. For fixed $j,k$ the sum over $m$ is the same along the row. This gives three stages:

$$C_{lm}(k)=\sum_n C_{lmn}Z_n(k),\quad C_l(j,k)=\sum_m C_{lm}(k)Y_m(j),\quad F=\sum_l C_l(j,k)X_l(i).\tag{3}$$

The loop limits come from the sphere. With $d_z=kh_z-P_z$ and $d_y=jh_y-P_y$, the allowed offsets satisfy

$$|d_z|\le R,\qquad |d_y|\le\sqrt{R^2-d_z^2},\qquad |ih_x-P_x|\le\sqrt{R^2-d_z^2-d_y^2}.$$

## Integration as the adjoint

Insert (1) into the grid product. Each triple in $S$ has one storage index, so summing over $g$ and then over the triples stored at $g$ is the same as summing once over $S$:

$$\langle v,QD\rangle=\Delta V\sum_{(i,j,k)\in S}v_{w(i,j,k)}\sum_{lmn}C_{lmn}X_l(i)Y_m(j)Z_n(k).$$

All sums are finite and may be exchanged. With

$$G_{lmn}=\sum_{(i,j,k)\in S}v_{w(i,j,k)}X_l(i)Y_m(j)Z_n(k),$$

substitution of (2) gives

$$\langle v,QD\rangle=\Delta V\sum_{lmn}C_{lmn}G_{lmn}
=\sum_{ab}D_{ab}\Big[\Delta V\sum_{lmn}W_{ab,lmn}G_{lmn}\Big].$$

This holds for every $D$, so the bracket is the adjoint:

$$(Q^*v)_{ab}=\Delta V\sum_{lmn}W_{ab,lmn}G_{lmn}.\tag{4}$$

The factor $\Delta V$ comes from the weighted grid product; as matrices, $Q^*=\Delta V\,Q^{\mathsf T}$. The moments are found by reversing (3):

$$G_l(j,k)=\sum_iX_l(i)v_w,\quad G_{lm}(k)=\sum_jY_m(j)G_l(j,k),\quad G_{lmn}=\sum_kZ_n(k)G_{lm}(k).$$

No smoothness of $v$ was used, nor any accuracy of the grid. The identity is exact in real arithmetic. In floating point the two sides add their terms in different orders and agree to rounding.

The adjoint is not the inverse: $Q^*QD$ is generally different from $D$. Nor is (4) the exact continuum integral of $v\phi_a\phi_b$; it is the grid sum that matches (1).

## Pseudocode

`range(c,s,h)` denotes the integers from `ceil((c-s)/h)` to `floor((c+s)/h)`, inclusive. The tables cover `range(P_q,R,h_q)` on each axis. Arguments of square roots are clipped at zero against rounding.

```
collocate(D):
  C[l,m,n] = sum_ab D[a,b] * W[a,b,l,m,n]
  grid = 0
  for k in range(Pz, R, hz):
    dz = k*hz - Pz
    C2[l,m] = sum_n C[l,m,n] * Z[n,k]
    for j in range(Py, sqrt(R^2-dz^2), hy):
      dy = j*hy - Py
      C1[l] = sum_m C2[l,m] * Y[m,j]
      for i in range(Px, sqrt(R^2-dz^2-dy^2), hx):
        grid[wrap(i,j,k)] += sum_l C1[l] * X[l,i]

integrate(v):
  G = 0
  for k in the same range:
    G2 = 0
    for j in the same range:
      G1[l] = sum_i X[l,i] * v[wrap(i,j,k)]
      G2[l,m] += G1[l] * Y[m,j]
    G[l,m,n] += G2[l,m] * Z[n,k]
  return dV * sum_lmn W[a,b,l,m,n] * G[l,m,n]
```

## Choosing the radius

Let $r=|\mathbf r-\mathbf P|$. Each Cartesian offset is at most $r$ in magnitude, so a monomial of degree $s$ is at most $r^s$. For $|D_{ab}|\le1$ this gives

$$|F(\mathbf r)|\le\mathcal B(r)=e^{-pr^2}\sum_{s=0}^{\lambda}c_sr^s,\qquad c_s=\sum_{ab}\sum_{l+m+n=s}|W_{ab,lmn}|.$$

The derivative of one term is

$$\frac{d}{dr}\big(r^se^{-pr^2}\big)=(s-2pr^2)r^{s-1}e^{-pr^2}\quad(s\ge1),$$

and the $s=0$ term decreases for $r>0$. Hence $\mathcal B$ decreases once $r^2\ge\lambda/(2p)$. Solving $\mathcal B(R)=\varepsilon$ in that region bounds every dropped value of one image by $\varepsilon$. At one grid point several images may be dropped, and their errors add. For larger coefficients the bound scales with $\max|D_{ab}|$.

If $R$ were chosen afresh from each $D$, then $Q$ would depend on $D$. A small change of $D$ could move a grid point across the cutoff, and the linear identity would no longer describe the change of the density.

## Worked example

A p shell with $\alpha=0.90$ is paired with a Cartesian d shell with $\beta=0.60$, so $\lambda=3$ and $p=1.50$ bohr$^{-2}$. The centres are $\mathbf A=(0.30,9.60,5.10)$ and $\mathbf B=(1.10,9.10,5.90)$ bohr. The first component of the product centre is

$$P_x=\frac{0.90\times0.30+0.60\times1.10}{1.50}=0.62\ \text{bohr},$$

and the others are $P_y=9.40$ and $P_z=5.42$ bohr. The squared separation is $0.64+0.25+0.64=1.53$ bohr$^2$, so $K=e^{-0.36\times1.53}=0.5765$.

The cell measures $9\times10\times11$ bohr and has $20\times22\times24$ points. With $\varepsilon=10^{-8}$ the radius is $R=4.098$ bohr. The sphere crosses cell faces, but its diameter is below every edge, so no two of its points share a storage index.

Take the grid point $(2,21,12)$. Its offsets from $\mathbf P$ are $(0.2800,0.1455,0.0800)$ bohr. The first table entry is $X_0=e^{-1.5\times0.28^2}=0.88905$, and multiplying repeatedly by $0.28$ gives $X_1=0.24893$, $X_2=0.06970$ and $X_3=0.01952$.

The cubic row coefficient can be followed by hand. Of the 18 pairs, $p_x$ with $d_{xx}$ is the one that has three powers of $x$. Its coefficient is $D=-0.5$, so

$$C_3(j,k)=-0.5\,K\,Y_0Z_0=-0.5\times0.57649\times0.96876\times0.99045=-0.27657.$$

The other row coefficients are $C_0=0.04485$, $C_1=-0.11313$ and $C_2=0.09454$. The last contraction is

$$F=0.03987-0.02816+0.00659-0.00540=0.01290.$$

Direct evaluation of the original two-centre functions gives the same value.

For the adjoint identity, $v$ was filled with independent random numbers between $-1$ and $1$ hartree. Both sides equal $0.059384657689$ hartree to the digits shown, and they differ by about $7\times10^{-18}$ hartree. A rough potential is a suitable test because the identity does not rely on smoothness.

## Cost

Let $n_z$, $n_{\rm row}$ and $n_{\rm pt}$ be the numbers of planes, rows and points visited. Counting monomials in three, two and one variables, the contractions in (3) need

$$\frac{(\lambda+1)(\lambda+2)(\lambda+3)}6\,n_z+\frac{(\lambda+1)(\lambda+2)}2\,n_{\rm row}+(\lambda+1)n_{\rm pt}$$

multiply-adds. For $\lambda=3$ the prefactors are 20, 10 and 4. The example has 18 planes, 255 rows and 3085 points, hence

$$20\times18+10\times255+4\times3085=15\,250.$$

Summing 20 monomials separately at each point would take $61\,700$ multiply-adds, 4.05 times as many, even with the monomial values already available. These counts omit forming $C$, building the tables and memory traffic. The tables need 54 exponentials, against 3085 if one were evaluated at each point.

On a fine grid at fixed $R$, $n_{\rm pt}$ grows as the inverse cube of the spacing, $n_{\rm row}$ as the inverse square and $n_z$ as the inverse first power. The ratio therefore tends to $(\lambda+2)(\lambda+3)/6$, which is 5 here. For two s shells, $\lambda=0$ and this limit is 1: nesting then saves no polynomial work, though the tables still save exponentials.

## Energy derivatives

Let $E$ be a differentiable function of the grid densities, and define $v_g=(\Delta V)^{-1}\partial E/\partial n_g$. At fixed geometry, a change $\delta D$ gives $\delta n=Q\,\delta D$, so

$$\delta E=\sum_g\frac{\partial E}{\partial n_g}\delta n_g=\langle v,Q\,\delta D\rangle=(Q^*v,\delta D),\qquad \frac{\partial E}{\partial D_{ab}}=(Q^*v)_{ab}.\tag{5}$$

Integration thus returns the exact derivative of the discretised energy, including its cutoff and grid errors. This is the consistency that a variational self-consistent calculation needs.

The numerical case is local exchange, $E=-c_x\Delta V\sum_gn_g^{4/3}$ with $c_x=\tfrac34(3/\pi)^{1/3}$. Differentiation gives

$$v_g=-\tfrac43c_xn_g^{1/3}=-(3/\pi)^{1/3}n_g^{1/3}.$$

A uniform background of $1.0$ bohr$^{-3}$ is added to $QD$ to keep the density positive; its minimum is $0.865$ bohr$^{-3}$. This is a test functional, not a model of a material.

For the pair $p_x,d_{xx}$, (5) gives $0.246296$ hartree, and a central difference of the energy agrees. The background alone would give $-(3/\pi)^{1/3}$ times the overlap $-0.24394$, or $0.2402$ hartree; the remainder comes from the variation of $v$ caused by the pair density. Over all 18 coefficients the largest disagreement with central differences is $1.7\times10^{-10}$ hartree.

## Accuracy and failure modes

**Different spheres.** If integration uses another radius, it is the adjoint of another collocation. Reducing the integration radius to $2.459$ bohr, while the energy keeps $R=4.098$ bohr, raises the largest derivative error to $1.2\times10^{-3}$ hartree. Both directions should share one routine for the limits, so that rounding at the sphere's surface also selects the same points.

**Repeated storage indices.** When a chord is longer than the cell edge, it can contain both $i$ and $i+N_x$, and it must do so once its length reaches $L_x+h_x$. Such points have the same storage index and their values must accumulate. A vectorised assignment that keeps one value per repeated index is wrong. Halving the cell edges at fixed spacings produces this case. Accumulation preserves the adjoint identity there, whereas keeping only the last value written along each row changes the density by up to $0.124$ atomic units and, for one random potential with values between $-1$ and $1$ hartree, opens a gap of $0.020$ hartree between the two sides. Both sizes depend on which value is kept, and the gap also depends on $v$. The gather in `integrate` needs no special treatment: reading one value several times is the transpose of adding several values into one place.

**Coarse grids.** Setting $v=1$ makes $Q^*v$ an approximation to the overlap block. For a one-dimensional Gaussian centred at $P_x$, Poisson summation gives

$$h\sum_i e^{-p(ih-P_x)^2}=\sqrt{\frac{\pi}{p}}\Big[1+2\sum_{q\ge1}e^{-\pi^2q^2/(ph^2)}\cos\frac{2\pi qP_x}{h}\Big].$$

At the largest spacing here, $h=0.4583$ bohr, the first exponential is about $2.5\times10^{-14}$. With a factor $u^l$, the $q=\pm1$ terms contain $\int u^le^{-pu^2\mp2\pi iu/h}\,du$. Completing the square gives the same exponential times $\int(u\mp i\kappa)^le^{-pu^2}du$, with $\kappa=\pi/(ph)=4.57$ bohr. The largest case is the cubic term along $z$, from $p_z$ with $d_{zz}$. There the odd powers of $u$ drop out and the mean of $u^2$ is $1/(2p)$, so the factor multiplying $\sqrt{\pi/p}$ has magnitude $\kappa^3-3\kappa/(2p)\approx91$. The aliasing error is then about $2K(\pi/p)^{3/2}\times91\times2.5\times10^{-14}\approx8\times10^{-12}$. The lower powers add at most about 15%, and the finer $x$ and $y$ spacings give smaller exponentials, so the aliasing part of the overlap error is of order $10^{-11}$. The observed maximum, $6.3\times10^{-10}$ atomic units, is therefore mainly due to the sphere cutoff. If $p$ were ten times larger on this grid, the exponential would be about $0.044$, and the relative error of an s-type integral could reach about 9% from one axis alone. Sharp products need a finer grid. The adjoint identity would still hold, so it cannot serve as a test of grid convergence.

**Cancellation.** Expansion about $\mathbf P$ can represent a small value as a difference of larger terms, for example near a node at $\mathbf A$ when $|\mathbf P-\mathbf A|$ is large. Terms from different function pairs can also cancel when $C_{lmn}$ is formed. The absolute rounding error of the contractions, including that step, scales with machine precision times $\sum_{ab}\sum_{lmn}|D_{ab}W_{ab,lmn}X_lY_mZ_n|$, so the relative error can be large where $F$ nearly vanishes. The factor $K$ in every $C_{lmn}$ limits the absolute error for distant centres.

The numerical output below gives the remaining table entries and error measures.

## Computed values

```
centre A (bohr): 0.30 9.60 5.10
centre B (bohr): 1.10 9.10 5.90
alpha, beta, p (bohr^-2): 0.90 0.60 1.50
product centre P (bohr): 0.6200 9.4000 5.4200
prefactor K (no unit): 0.576488
cell edges (bohr): 9.00 10.00 11.00
grid points per edge: 20 22 24
grid spacings (bohr): 0.450000 0.454545 0.458333
volume per point dV (bohr^3): 0.093750
D row p_x; xx xy xz yy yz zz (a.u.): -0.5 0.0 0.5 -0.1 0.4 -0.2
D row p_y; xx xy xz yy yz zz (a.u.): -0.2 0.3 -0.3 0.2 -0.4 0.1
D row p_z; xx xy xz yy yz zz (a.u.): 0.1 -0.5 0.0 0.5 -0.1 0.4
cutoff threshold eps (a.u.): 1.0e-08
sphere radius R (bohr): 4.098165
largest dropped pair sum, main cell (a.u.): 1.77e-09
points in sphere: 3085
exponentials in three tables: 54
monomials up to degree 3: 20
nested multiply-adds: 15250
pointwise monomial multiply-adds: 61700
ratio pointwise/nested: 4.046
traced grid index: 2 21 12
traced offset from P (bohr): 0.280000 0.145455 0.080000
table X, powers 0..3 (a.u.): 0.88905160 0.24893445 0.06970165 0.01951646
table Y, powers 0..3 (a.u.): 0.96876275 0.14091095 0.02049614 0.00298126
table Z, powers 0..3 (a.u.): 0.99044593 0.07923567 0.00633885 0.00050711
row coefficients, powers 0..3 (a.u.): 0.04484949 -0.11312588 0.09453747 -0.27657238
traced value, nested (a.u.): 0.0129042890
traced value, two-centre definition (a.u.): 0.0129042890
max collocation error, main cell (a.u.): 3.3e-16
max integration error, main cell (a.u.): 1.2e-16
grid side of adjoint identity (hartree): 0.059384657689
coefficient side of identity (hartree): 0.059384657689
difference of the sides (hartree): 6.9e-18
small cell edges (bohr): 4.50 5.00 5.50
small cell, grid side (hartree): -0.042692687098
small cell, coefficient side (hartree): -0.042692687098
small cell, overwrite density error (a.u.): 1.241e-01
small cell, overwrite adjoint gap (hartree): 1.977e-02
overlap p_x,d_xx from grid (a.u.): -0.2439386012
overlap p_x,d_xx by quadrature (a.u.): -0.2439386015
max overlap error, 18 pairs (a.u.): 6.3e-10
envelope tail integral (a.u.): 1.85e-07
background density (bohr^-3): 1.0
minimum total density (bohr^-3): 0.865026
dE/dD p_x,d_xx by adjoint (hartree): 0.246295784
dE/dD p_x,d_xx by differences (hartree): 0.246295784
difference step in D (a.u.): 1.0e-03
max derivative error, same R (hartree): 1.7e-10
reduced integration radius (bohr): 2.458899
max derivative error, reduced R (hartree): 1.199e-03
```
